# Temperature-independent growth per cycle does not prove self-limiting deposition: a program that tests the result

```python
"""
Result under test: growth per cycle can be flat in temperature although part
of it is continuous precursor decomposition; changing the pulse exposes it.

Model of one cycle, with beta = 1/(k T):
  hydroxyl sites surviving the purge : exp(-K), K = nu*t_purge*exp(-eps*beta)
  saturated chemisorbed growth       : g*exp(-K)
  decomposition growth               : R(T)*t_pulse, R ~ exp(-E*beta)
With r = E/eps < 1, slope and curvature in beta both vanish where K = 1 - r,
and the decomposed share of the growth is then also 1 - r.
Energies in eV, thickness in nm, time in s, temperature in K.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

k_ev = const.k / const.e

# Chosen inputs, rough regime of an oxide from a metal alkylamide and water
full_gpc = 0.100          # nm per cycle at full site coverage
eps = 1.74                # eV, hydroxyl loss
E_dec = 1.305             # eV, apparent energy of decomposition
nu = 1e13                 # 1/s
t_purge = 10.0            # s, purge between water and precursor
t_ref = 1.0               # s, pulse at which the temperature scan is made
p_torr = 0.05             # precursor partial pressure
mass_u = 355.0            # precursor molecular mass
film_density = 2.8e22     # metal atoms per cm3
sticking = 0.002          # uptake probability on free sites
total_torr, flow_sccm, wafer_cm = 1.0, 500.0, 30.0

r = E_dec / eps
K_flat = 1 - r
T_flat = eps / (k_ev * np.log(nu * t_purge / K_flat))
beta_flat = 1 / (k_ev * T_flat)
R_flat = full_gpc * K_flat * np.exp(-K_flat) / (r * t_ref)
G_flat = full_gpc * np.exp(-K_flat) / r

flux = 1e-4 * p_torr * const.torr / np.sqrt(
    2 * np.pi * mass_u * const.atomic_mass * const.k * T_flat)
site_density = full_gpc * 1e-7 * film_density
k_uptake = sticking * flux / site_density


def loss_rate(T):
    return nu * np.exp(-eps / (k_ev * T))


def dec_rate(T):
    return R_flat * np.exp(-E_dec * (1 / (k_ev * T) - beta_flat))


def chem_growth(T):
    return full_gpc * np.exp(-loss_rate(T) * t_purge)


def growth(T, pulse=t_ref):
    return chem_growth(T) + dec_rate(T) * pulse


def simulate(T, pulse, uptake=k_uptake, decomposes=True, pulse_loss=False):
    """Growth per cycle from direct integration of the rate equations."""
    opts = dict(method="DOP853", rtol=1e-10, atol=1e-13)
    k_loss = loss_rate(T)
    purge = solve_ivp(lambda t, y: -k_loss * y, (0, t_purge), [1.0], **opts)
    k_extra = k_loss if pulse_loss else 0.0
    rate = dec_rate(T) if decomposes else 0.0

    def rhs(t, y):
        return [-(uptake + k_extra) * y[0], uptake * y[0], rate]

    end = solve_ivp(rhs, (0, pulse), [purge.y[0, -1], 0.0, 0.0], **opts)
    return full_gpc * end.y[1, -1] + end.y[2, -1]


# Closed form against integrated rate equations
for T in (500.0, 560.0, T_flat, 630.0):
    for pulse in (0.5, 1.0, 2.0, 4.0):
        assert abs(simulate(T, pulse) / growth(T, pulse) - 1) < 1e-5

# Derivatives in beta at the flat point
def growth_beta(b):
    return (full_gpc * mp.exp(-nu * t_purge * mp.exp(-eps * b))
            + R_flat * t_ref * mp.exp(-E_dec * (b - beta_flat)))


mp.mp.dps = 40
d1, d2, d3 = [float(mp.diff(growth_beta, mp.mpf(float(beta_flat)), n))
              / G_flat for n in (1, 2, 3)]
assert abs(d1) < 1e-10 and abs(d2) < 1e-10
assert abs(d3 / (-r * (1 - r)**2 * eps**3) - 1) < 1e-8

# Temperature slope of simulated growth at several pulse lengths
dR_dT = R_flat * E_dec / (k_ev * T_flat**2)
slopes = {}
for pulse in (0.5, 1.0, 2.0):
    slopes[pulse] = (simulate(T_flat + 1, pulse)
                     - simulate(T_flat - 1, pulse)) / 2
    # finite step of 1 K leaves a relative error of a few 1e-4
    assert abs(slopes[pulse] - (pulse - t_ref) * dR_dT) < 1e-3 * dR_dT

# Growth never falls with temperature at the reference pulse
grid = np.arange(450.0, 701.0, 1.0)
assert np.all(np.diff(growth(grid)) > 0)
low_limit = full_gpc / G_flat
assert abs(growth(400.0) / G_flat - r * np.exp(1 - r)) < 1e-4


def edge(level, lo, hi):
    return brentq(lambda T: growth(T) / G_flat - level, lo, hi)


T_low2, T_high2 = edge(0.98, 450, T_flat), edge(1.02, T_flat, 700)
T_high5 = edge(1.05, T_flat, 700)
assert low_limit > 0.95

# Separation by two pulses, with site loss during the pulse switched on
G1 = simulate(T_flat, 1.0, pulse_loss=True)
G2 = simulate(T_flat, 2.0, pulse_loss=True)
slope_found, intercept_found = G2 - G1, 2 * G1 - G2
assert abs(slope_found / R_flat - 1) < 1e-3
# the site loss during the pulse lowers the intercept by about 1e-3
assert abs(intercept_found / chem_growth(T_flat) - 1) < 2e-3

# Equal increments for decomposition, shrinking ones for slow uptake
steady = [simulate(T_flat, t) for t in (1.0, 2.0, 3.0)]
slow = [simulate(T_flat, t, uptake=1.0, decomposes=False)
        for t in (1.0, 2.0, 3.0)]
ratio_steady = (steady[2] - steady[1]) / (steady[1] - steady[0])
ratio_slow = (slow[2] - slow[1]) / (slow[1] - slow[0])
assert abs(ratio_steady - 1) < 1e-5
assert abs(ratio_slow - np.exp(-1.0)) < 1e-6


# Decomposed share hidden by a flat point, solved numerically for any loss law
def flat_share(survival):
    h = 0.003

    def parts(K0):
        left, mid, right = [survival(K0, d) for d in (-h, 0.0, h)]
        return mid, (right - left) / (2 * h), (right - 2*mid + left) / h**2

    def balance(K0):
        _, first, second = parts(K0)
        return second / first + E_dec

    K0 = brentq(balance, 1e-5, 2.0)
    mid, first, _ = parts(K0)
    decomposed = first / E_dec
    return decomposed / (mid + decomposed)


def spread_survival(sigma):
    x, w = np.polynomial.hermite.hermgauss(61)
    shift, w = np.sqrt(2) * sigma * x, w / np.sqrt(np.pi)

    def survival(K0, d):
        K = K0 * np.exp(-shift * beta_flat - (eps + shift) * d)
        return float(np.sum(w * np.exp(-K)))
    return survival


share_first = flat_share(lambda K0, d: np.exp(-K0 * np.exp(-eps * d)))
share_second = flat_share(lambda K0, d: 1 / (1 + K0 * np.exp(-eps * d)))
share_s05 = flat_share(spread_survival(0.05))
share_s10 = flat_share(spread_survival(0.10))
assert abs(share_first - (1 - r)) < 1e-4
assert abs(share_second - (1 - r) / (1 + r)) < 1e-4
pair = solve_ivp(lambda t, y: -0.3 * y**2, (0, 2), [1.0],
                 rtol=1e-10, atol=1e-12)
assert abs(pair.y[0, -1] - 1 / (1 + 0.3 * 2)) < 1e-8

# Sizes of neglected effects
loss_effect = 1 - G1 / simulate(T_flat, 1.0)
flux_effect = max(abs((T / T_flat)**-0.5 * np.exp(
    -0.5 * k_ev * T_flat * (1 / (k_ev * T) - beta_flat)) - 1)
    * dec_rate(T) * t_ref / growth(T) for T in (T_low2, T_high2))
sccm = const.atm * 1e-6 / (const.k * 273.15) / 60
supply = p_torr / total_torr * flow_sccm * sccm * t_ref
used = G_flat * 1e-7 * film_density * np.pi * wafer_cm**2 / 4
dec_probability = R_flat * 1e-7 * film_density / flux

print(f"full-coverage growth g: {full_gpc:.3f} nm/cycle")
print(f"energies: site loss {eps:.3f} eV, decomposition {E_dec:.3f} eV")
print(f"site-loss prefactor: {nu:.1e} 1/s; purge {t_purge:.0f} s")
print(f"reference pulse: {t_ref:.1f} s at {p_torr:.2f} Torr precursor")
print(f"precursor mass {mass_u:.0f} u; uptake probability {sticking:.3f}")
print(f"film density: {film_density:.1e} metal atoms/cm3")
print(f"energy ratio r: {r:.3f}; K at flat point: {K_flat:.3f}")
print(f"flat-point temperature: {T_flat:.1f} K = {T_flat-273.15:.1f} C")
print(f"k*T at flat point: {k_ev*T_flat:.5f} eV")
print(f"site-loss rate at flat point: {loss_rate(T_flat):.4f} 1/s")
print(f"surviving site fraction: {np.exp(-K_flat):.4f}")
print(f"chemisorbed growth: {chem_growth(T_flat):.5f} nm/cycle")
print(f"decomposition rate: {R_flat:.5f} nm/s")
print(f"growth at flat point: {G_flat:.5f} nm/cycle")
print(f"decomposed share: {100*R_flat*t_ref/G_flat:.2f} %")
print(f"low-temperature limit / flat value: {low_limit:.4f}")
print(f"cubic coefficient r(1-r)^2/6: {r*(1-r)**2/6:.5f}")
print(f"within 2 % of flat value: {T_low2:.1f} to {T_high2:.1f} K")
print(f"within 5 %: all lower temperatures up to {T_high5:.1f} K")
print("growth in nm/cycle for pulses of 0.5, 1, 2, 4 s:")
for T in (500.0, 560.0, 580.0, T_flat, 620.0):
    row = " ".join(f"{growth(T, t):.4f}" for t in (0.5, 1.0, 2.0, 4.0))
    print(f"  {T:.1f} K: {row}")
print("parts at 1 s (chemisorbed, decomposed) and rise from 1 to 2 s:")
for T in (500.0, 560.0, 580.0, T_flat, 620.0):
    rise = 100 * (growth(T, 2.0) / growth(T, 1.0) - 1)
    print(f"  {T:.1f} K: {chem_growth(T):.4f}, {dec_rate(T):.4f} nm;"
          f" {rise:.2f} %")
print(f"dR/dT at flat point: {dR_dT:.3e} nm/(s K)")
for pulse, value in slopes.items():
    print(f"simulated dG/dT, {pulse:.1f} s pulse: {value:.2e} nm/K")
print(f"two-pulse slope: {slope_found:.5f} nm/s")
print(f"two-pulse intercept: {intercept_found:.5f} nm/cycle")
print(f"increment ratio, decomposition: {ratio_steady:.4f}")
print(f"increment ratio, slow uptake at 1 per s: {ratio_slow:.4f}")
print(f"200 cycles at flat point: {200*G_flat:.2f} nm with 1 s pulse,"
      f" {200*growth(T_flat, 2.0):.2f} nm with 2 s")
print(f"precursor flux: {flux:.2e} 1/(cm2 s); uptake {k_uptake:.1f} 1/s")
print(f"decomposition probability per impact: {dec_probability:.1e}")
print(f"neglected site loss in pulse: {100*loss_effect:.3f} % of growth")
print(f"unfilled sites after 0.5 s: {np.exp(-0.5*k_uptake):.1e}")
print(f"flux T-dependence, 2 % window: {100*flux_effect:.3f} % of growth")
print(f"supply: {flow_sccm:.0f} sccm at {total_torr:.0f} Torr total,"
      f" {wafer_cm:.0f} cm wafer")
print(f"precursor used on wafer in 1 s: {100*used/supply:.2f} % of supply")
print(f"hidden share, second-order site loss: {100*share_second:.2f} %")
print(f"hidden share, 0.05 eV energy spread: {100*share_s05:.2f} %")
print(f"hidden share, 0.10 eV energy spread: {100*share_s10:.2f} %")
print("no test failed")
```

Printed output:

```
full-coverage growth g: 0.100 nm/cycle
energies: site loss 1.740 eV, decomposition 1.305 eV
site-loss prefactor: 1.0e+13 1/s; purge 10 s
reference pulse: 1.0 s at 0.05 Torr precursor
precursor mass 355 u; uptake probability 0.002
film density: 2.8e+22 metal atoms/cm3
energy ratio r: 0.750; K at flat point: 0.250
flat-point temperature: 600.5 K = 327.4 C
k*T at flat point: 0.05175 eV
site-loss rate at flat point: 0.0250 1/s
surviving site fraction: 0.7788
chemisorbed growth: 0.07788 nm/cycle
decomposition rate: 0.02596 nm/s
growth at flat point: 0.10384 nm/cycle
decomposed share: 25.00 %
low-temperature limit / flat value: 0.9630
cubic coefficient r(1-r)^2/6: 0.00781
within 2 % of flat value: 556.0 to 619.7 K
within 5 %: all lower temperatures up to 625.0 K
growth in nm/cycle for pulses of 0.5, 1, 2, 4 s:
  500.0 K: 0.1001 0.1001 0.1003 0.1006
  560.0 K: 0.0999 0.1020 0.1062 0.1146
  580.0 K: 0.0980 0.1033 0.1139 0.1352
  600.5 K: 0.0909 0.1038 0.1298 0.1817
  620.0 K: 0.0774 0.1060 0.1633 0.2779
parts at 1 s (chemisorbed, decomposed) and rise from 1 to 2 s:
  500.0 K: 0.1000, 0.0002 nm; 0.16 %
  560.0 K: 0.0978, 0.0042 nm; 4.10 %
  580.0 K: 0.0927, 0.0106 nm; 10.29 %
  600.5 K: 0.0779, 0.0260 nm; 25.00 %
  620.0 K: 0.0488, 0.0573 nm; 54.01 %
dR/dT at flat point: 1.090e-03 nm/(s K)
simulated dG/dT, 0.5 s pulse: -5.45e-04 nm/K
simulated dG/dT, 1.0 s pulse: 1.42e-07 nm/K
simulated dG/dT, 2.0 s pulse: 1.09e-03 nm/K
two-pulse slope: 0.02596 nm/s
two-pulse intercept: 0.07781 nm/cycle
increment ratio, decomposition: 1.0000
increment ratio, slow uptake at 1 per s: 0.3679
200 cycles at flat point: 20.77 nm with 1 s pulse, 25.96 nm with 2 s
precursor flux: 3.80e+18 1/(cm2 s); uptake 27.2 1/s
decomposition probability per impact: 1.9e-05
neglected site loss in pulse: 0.069 % of growth
unfilled sites after 0.5 s: 1.3e-06
flux T-dependence, 2 % window: 0.013 % of growth
supply: 500 sccm at 1 Torr total, 30 cm wafer
precursor used on wafer in 1 s: 1.84 % of supply
hidden share, second-order site loss: 14.29 %
hidden share, 0.05 eV energy spread: 12.94 %
hidden share, 0.10 eV energy spread: 2.16 %
no test failed
```
